# Underpotential deposition shift from adatom binding, bulk cohesion and coverage entropy: verification in Python

```python
"""Underpotential-deposition shift of a metal M on a foreign substrate S.

Result under test (e = 1):
    z*shift(theta) = e_bind - e_coh - (f_ad - f_bulk) - x(theta)
shift  : electrode potential minus bulk M/M^z+ equilibrium potential
e_bind : static binding energy of an isolated adatom (positive)
e_coh  : static cohesive energy per bulk atom (positive)
f_ad, f_bulk : vibrational free energies per atom
x      : configurational chemical potential of the adatom lattice gas,
         kT*ln(theta/(1-theta)) without lateral forces
J      : attraction per nearest-neighbour pair on a square lattice
K      : attraction per straight three-atom group along a row
All energies are in eV.
"""
import itertools
import numpy as np
from scipy import constants
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import gammaln

temperature = 298.15
kT = constants.k * temperature / constants.e
hartree = constants.physical_constants["Hartree energy in eV"][0]


def ideal_x(theta):
    return kT * np.log(theta / (1 - theta))


def vib_free_energy(quanta):
    q = np.array(quanta)
    return float(np.sum(q / 2 + kT * np.log(-np.expm1(-q / kT))))


def vib_partition(quanta):
    """Partition function by explicit summation over oscillator levels."""
    n = np.arange(3000)
    return np.prod([np.sum(np.exp(-(n + 0.5) * q / kT)) for q in quanta])


def make_strip(width, J, K=0.0):
    """Coverage as a function of x for an infinitely long periodic strip."""
    bits = np.array(list(itertools.product([0, 1], repeat=width)), float)
    number = bits.sum(axis=1)
    next_bits = np.roll(bits, 1, axis=1)
    pairs = (bits * next_bits).sum(axis=1)
    trios = (bits * next_bits * np.roll(bits, 2, axis=1)).sum(axis=1)
    overlap = bits @ bits.T

    def coverage(x):
        row = x * number + J * pairs + K * trios
        log_t = ((row[:, None] + row[None, :]) / 2 + J * overlap) / kT
        matrix = np.exp(log_t - log_t.max())
        last = len(row) - 1
        vec = eigh(matrix, subset_by_index=[last, last])[1][:, 0]
        return float(np.sum(vec**2 * number) / width)

    return coverage


def solve_x(coverage, theta, low=-1.0, high=1.0):
    return brentq(lambda x: coverage(x) - theta, low, high, xtol=1e-13)


def average_x(coverage, low=-0.7, high=0.7, points=281):
    """Integral of x over coverage from 0 to 1, by parts on an x grid."""
    grid = np.linspace(low, high, points)
    theta = np.array([coverage(x) for x in grid])
    area = np.sum((theta[1:] + theta[:-1]) / 2) * (grid[1] - grid[0])
    return high * theta[-1] - low * theta[0] - area


# Model parameters
e_coh = 3.00
bind_a, J_a = 3.20, 0.03
bind_b, J_b = 2.90, 0.20
quanta_ad = [0.012, 0.012, 0.020]
quanta_bulk = [0.016, 0.016, 0.016]
f_ad = vib_free_energy(quanta_ad)
f_bulk = vib_free_energy(quanta_bulk)
df = f_ad - f_bulk

# Vibrations: closed form against level sums, and the classical limit
q_ad, q_bulk = vib_partition(quanta_ad), vib_partition(quanta_bulk)
assert abs(f_ad + kT * np.log(q_ad)) < 1e-10
assert abs(f_bulk + kT * np.log(q_bulk)) < 1e-10
df_classical = kT * np.sum(np.log(np.array(quanta_ad) / quanta_bulk))
assert abs(df - df_classical) < 5e-4  # leading quantum correction is ~1e-4

# Coverage entropy from the number of placements
sites = 10**6


def log_placements(n):
    return gammaln(sites + 1) - gammaln(n + 1) - gammaln(sites - n + 1)


for theta in (0.1, 0.4, 0.8):
    n, step = theta * sites, 1000
    slope = (log_placements(n + step) - log_placements(n - step)) / (2 * step)
    assert abs(-kT * slope - ideal_x(theta)) < 1e-5

# Master formula: explicit ions, electrons and all occupations of 10 sites
occupations = np.array(list(itertools.product([0, 1], repeat=10))).sum(axis=1)
for z in (1, 2):
    for mu_ion in (-5.0, -5.2):
        e_bulk = brentq(lambda pot: -e_coh - kT * np.log(q_bulk)
                        - (mu_ion - z * pot), -20, 20, xtol=1e-13)
        for theta in (0.1, 0.5, 0.85):
            shift = (bind_a - e_coh - df - ideal_x(theta)) / z
            gain = (bind_a + kT * np.log(q_ad)
                    + mu_ion - z * (e_bulk + shift))
            weights = np.exp(occupations * gain / kT)
            mean = np.sum(weights * occupations) / np.sum(weights) / 10
            assert abs(mean - theta) < 1e-8

# Lateral forces: first-order law and its second-order correction
theta = 0.25
for ratio in (0.1, 0.05):
    J = ratio * kT
    residual = solve_x(make_strip(6, J), theta) - (ideal_x(theta)
                                                   - 4 * J * theta)
    second = -2 * J**2 / kT * theta * (1 - theta) * (1 - 2 * theta)
    assert abs(residual / second - 1) < 0.02  # higher orders in J/kT remain

# Pair forces: half coverage lies at -2J
strip_a = make_strip(6, J_a)
x_half = solve_x(strip_a, 0.5)
assert abs(x_half + 2 * J_a) < 1e-9
avg_a = average_x(strip_a)
assert abs(avg_a + 2 * J_a) < 1e-6

# Three-body forces: the sum rule survives, the half-coverage rule does not
J_t, K_t = -0.02, 0.03
strip_t = make_strip(6, J_t, K_t)
avg_t = average_x(strip_t)
half_t = solve_x(strip_t, 0.5)
assert abs(avg_t + 2 * J_t + K_t) < 1e-6
assert abs(half_t - avg_t) > 1e-3

# Strong attraction: step at -2J with a dilute gas before it
strip_b = make_strip(6, J_b)
offset = 0.01
theta_before = strip_b(-2 * J_b - offset)
theta_after = strip_b(-2 * J_b + offset)
gas_formula = np.exp(-(2 * J_b + offset) / kT)
assert abs(theta_before / gas_formula - 1) < 0.01
assert theta_after > 0.99999
theta_gas_step = np.exp(-2 * J_b / kT)

# Bond counting on a simple cubic crystal: 0 vacuum, 1 substrate, 2 metal M


def bond_energy(species, strength):
    return -sum(strength[species, np.roll(species, 1, axis=ax)].sum()
                for ax in range(3))


def layer_data(j_ms, j_mm):
    strength = np.array([[0, 0, 0], [0, 1.5, j_ms], [0, j_ms, j_mm]])
    bare = np.zeros((4, 4, 6), int)
    bare[:, :, :3] = 1
    single, full = bare.copy(), bare.copy()
    single[0, 0, 3] = 2
    full[:, :, 3] = 2
    base = bond_energy(bare, strength)
    isolated = base - bond_energy(single, strength)
    layer = (base - bond_energy(full, strength)) / 16
    bulk = -bond_energy(np.full((4, 4, 4), 2), strength) / 64
    return isolated, layer, bulk


j_ms, j_mm = 1.30, 1.00
iso_bond, layer_bond, bulk_bond = layer_data(j_ms, j_mm)
assert abs(layer_bond - bulk_bond - (j_ms - j_mm)) < 1e-10
iso_same, layer_same, bulk_same = layer_data(j_mm, j_mm)
assert abs(layer_same - bulk_same) < 1e-10 and iso_same < bulk_same

# Width of the isotherm and its convergence with strip width
strip_wide = make_strip(8, J_a)
width_6 = solve_x(strip_a, 0.9) - solve_x(strip_a, 0.1)
width_8 = solve_x(strip_wide, 0.9) - solve_x(strip_wide, 0.1)
assert abs(width_6 / width_8 - 1) < 0.01
width_ideal = ideal_x(0.9) - ideal_x(0.1)
assert width_8 < width_ideal

# Worked example, z = 1
base_a = bind_a - e_coh - df
base_b = bind_b - e_coh - df
mid_a = base_a - x_half
step_b = base_b + 2 * J_b
assert base_b < 0 < step_b

print(f"temperature = {temperature:.2f} K, kT = {kT:.5f} eV")
print(f"bulk cohesion = {e_coh:.2f} eV, z = 1")
print("adatom quanta =", quanta_ad, "eV")
print("bulk quanta =", quanta_bulk, "eV")
print(f"f_ad = {f_ad:.5f} eV, f_bulk = {f_bulk:.5f} eV")
print(f"f_ad - f_bulk = {df:.5f} eV")
print(f"classical limit of f_ad - f_bulk = {df_classical:.5f} eV")
print(f"CASE A: binding = {bind_a:.2f} eV, J = {J_a:.2f} eV")
print(f"A: binding - cohesion = {bind_a - e_coh:.4f} eV")
print(f"A: full-layer binding = {bind_a + 2 * J_a:.4f} eV")
print("A: e*shift in eV: theta, ideal, first order, strip width 8")
for theta in (0.01, 0.1, 0.25, 0.5, 0.75, 0.9, 0.99):
    ideal = base_a - ideal_x(theta)
    strip = base_a - solve_x(strip_wide, theta)
    print(f"  {theta:.2f} {ideal:.4f} {ideal + 4 * J_a * theta:.4f}"
          f" {strip:.4f}")
print(f"A: e*shift at half coverage = {mid_a:.4f} eV")
print(f"A: the same = {mid_a / hartree:.6f} hartree")
print(f"A: coverage average of e*shift = {base_a - avg_a:.4f} eV")
print(f"A: 10-90 % width, ideal = {width_ideal:.4f} eV")
print(f"A: 10-90 % width, strip width 6 = {width_6:.4f} eV")
print(f"A: 10-90 % width, strip width 8 = {width_8:.4f} eV")
print(f"CASE B: binding = {bind_b:.2f} eV, J = {J_b:.2f} eV")
print(f"B: binding - cohesion = {bind_b - e_coh:.4f} eV")
print(f"B: full-layer binding = {bind_b + 2 * J_b:.4f} eV")
print(f"B: e*shift without lateral energy = {base_b:.4f} eV")
print(f"B: e*shift at the step = {step_b:.4f} eV")
print(f"B: the same = {step_b / hartree:.6f} hartree")
print(f"B: gas coverage at the step, exp(-2J/kT) = {theta_gas_step:.3e}")
print(f"B: distance from step in strip test = {offset:.2f} eV")
print(f"B: strip coverage before step = {theta_before:.3e}")
print(f"B: dilute formula before step = {gas_formula:.3e}")
print(f"B: vacancy fraction after step = {1 - theta_after:.3e}")
print(f"THREE-BODY: J = {J_t:.2f} eV, K = {K_t:.2f} eV")
print(f"three-body: average x = {avg_t:.5f} eV")
print(f"three-body: -(2J + K) = {-(2 * J_t + K_t):.5f} eV")
print(f"three-body: x at half coverage = {half_t:.5f} eV")
print(f"BONDS: M-S = {j_ms:.2f} eV, M-M = {j_mm:.2f} eV")
print(f"bonds: isolated adatom binding = {iso_bond:.2f} eV")
print(f"bonds: full-layer binding = {layer_bond:.2f} eV")
print(f"bonds: bulk cohesion = {bulk_bond:.2f} eV")
print(f"bonds: layer - cohesion = {layer_bond - bulk_bond:.2f} eV")
print(f"bonds: M on M, isolated adatom = {iso_same:.2f} eV")
print(f"bonds: M on M, full layer = {layer_same:.2f} eV")
print("PASS")
```

Running it gives:

```
temperature = 298.15 K, kT = 0.02569 eV
bulk cohesion = 3.00 eV, z = 1
adatom quanta = [0.012, 0.012, 0.02] eV
bulk quanta = [0.016, 0.016, 0.016] eV
f_ad = -0.04444 eV, f_bulk = -0.03526 eV
f_ad - f_bulk = -0.00918 eV
classical limit of f_ad - f_bulk = -0.00905 eV
CASE A: binding = 3.20 eV, J = 0.03 eV
A: binding - cohesion = 0.2000 eV
A: full-layer binding = 3.2600 eV
A: e*shift in eV: theta, ideal, first order, strip width 8
  0.01 0.3272 0.3284 0.3294
  0.10 0.2656 0.2776 0.2838
  0.25 0.2374 0.2674 0.2742
  0.50 0.2092 0.2692 0.2692
  0.75 0.1810 0.2710 0.2642
  0.90 0.1527 0.2607 0.2546
  0.99 0.0911 0.2099 0.2089
A: e*shift at half coverage = 0.2692 eV
A: the same = 0.009892 hartree
A: coverage average of e*shift = 0.2692 eV
A: 10-90 % width, ideal = 0.1129 eV
A: 10-90 % width, strip width 6 = 0.0292 eV
A: 10-90 % width, strip width 8 = 0.0292 eV
CASE B: binding = 2.90 eV, J = 0.20 eV
B: binding - cohesion = -0.1000 eV
B: full-layer binding = 3.3000 eV
B: e*shift without lateral energy = -0.0908 eV
B: e*shift at the step = 0.3092 eV
B: the same = 0.011362 hartree
B: gas coverage at the step, exp(-2J/kT) = 1.732e-07
B: distance from step in strip test = 0.01 eV
B: strip coverage before step = 1.175e-07
B: dilute formula before step = 1.174e-07
B: vacancy fraction after step = 1.175e-07
THREE-BODY: J = -0.02 eV, K = 0.03 eV
three-body: average x = 0.01000 eV
three-body: -(2J + K) = 0.01000 eV
three-body: x at half coverage = 0.01455 eV
BONDS: M-S = 1.30 eV, M-M = 1.00 eV
bonds: isolated adatom binding = 1.30 eV
bonds: full-layer binding = 3.30 eV
bonds: bulk cohesion = 3.00 eV
bonds: layer - cohesion = 0.30 eV
bonds: M on M, isolated adatom = 1.00 eV
bonds: M on M, full layer = 3.00 eV
PASS
```
